# Why weak repulsion makes a barrier in a one-dimensional wire opaque

**Question.** Spinless (fully spin-polarized) electrons in a one-dimensional wire meet a barrier that, without interactions, transmits ninety percent of them. A weak repulsion is switched on. Why does this small change drive the transmission at the Fermi level to zero instead of shifting it slightly, and how does the transmission depend on energy on the way there?

**Answer.** The barrier is not the only thing that scatters. It leaves a standing ripple in the electron density, and through the repulsion this ripple becomes a second scatterer. It has the right period to reflect electrons at the Fermi level, and it decays so slowly that its reflections add up without limit.

**Setting.** The electrons are spinless fermions at zero temperature in an infinite wire. The interaction $V(x-y)$ is weak and short-ranged, with Fourier transform $V(q)=\int V(z)e^{-iqz}dz$. The static barrier is mirror symmetric, with amplitudes $t$ and $r$ that vary smoothly near the Fermi level, so sharp resonances are excluded. I write $T=|t|^2$ and $R=|r|^2=1-T$. A wave arriving from the left is

$$\chi_k(x)=\begin{cases}e^{ikx}+r\,e^{-ikx}, & x<0\\ t\,e^{ikx}, & x>0\end{cases}$$

and the wave arriving from the right is its mirror image, $\phi_k(x)=\chi_k(-x)$.

### The ripple remembers the barrier

The one-particle density matrix $P(x,y)=\langle c^\dagger(x)c(y)\rangle$ is a sum over filled states. For $x,y>0$,

$$P=\int_0^{k_F}\!\frac{dk}{2\pi}\Big[Te^{ik(y-x)}+\big(e^{ikx}+r^*e^{-ikx}\big)\big(e^{-iky}+re^{iky}\big)\Big].$$

Multiplying out the second product gives $e^{ik(x-y)}+Re^{ik(y-x)}$ and two terms in $x+y$. Since $T+R=1$, the terms in $x-y$ combine to $2\cos k(x-y)$, the result for a uniform wire. The barrier adds

$$\delta P(x,y)=\frac1\pi\,\mathrm{Re}\int_0^{k_F}r(k)\,e^{iks}\,dk,\qquad s=x+y .$$

(A state bound to the barrier would add a part that decays exponentially and plays no role far away.) For large $s$, integration by parts gives

$$\int_0^{k_F}r\,e^{iks}dk=\frac{r(k_F)e^{ik_Fs}-r(0)}{is}+O(s^{-2}).$$

A generic barrier reflects completely at the bottom of the band, $r(0)=-1$. The lower limit then gives an imaginary number and drops out of the real part. With $r(k_F)=|r|e^{i\theta}$,

$$\delta P=\frac{|r|\sin(k_Fs+\theta)}{\pi s},\qquad \delta n(x)=\delta P(x,x)=\frac{|r|\sin(2k_Fx+\theta)}{2\pi x}.$$

This is the Friedel oscillation. Its period matches the momentum $2k_F$ needed to turn an electron around at the Fermi level, it decays only as $1/x$, and its phase is that of the barrier's own reflection.

### The ripple becomes a scatterer

In first order the interaction acts through a Hartree potential and an exchange kernel,

$$W(x,y)=\delta(x-y)\int V(x-z)\,\delta n(z)\,dz\;-\;V(x-y)\,\delta P(x,y).$$

The uniform part of $P$ changes the chemical potential and the velocity. It reflects nothing in a clean wire and produces no logarithm, so it is left out here. Through the velocity it still shifts the barrier's transmission by a fixed amount of first order in the interaction: for the one-site barrier in the lattice example at the end, from $0.90$ to $0.92$.

To find the change of $t$, we need the outgoing Green function $G$ of the barrier, defined by $(E-H)G=\delta(x-y)$. For $x>y$ it has the form $G=\chi(x)\phi(y)/N$, because $\chi$ is outgoing on the right and $\phi$ on the left. For $H=-(\hbar^2/2m)\partial_x^2$ plus the barrier, the slope of $G$ must jump by $2m/\hbar^2$ at $x=y$, so $N=(\hbar^2/2m)(\chi'\phi-\chi\phi')$. Evaluated on the right,

$$\chi'\phi-\chi\phi'=t\big[ik(1+re^{2ikx})-(-ik+ikre^{2ikx})\big]=2ikt .$$

Hence $N=i\hbar vt$ with $v=\hbar k/m$. The first-order wave is $\chi+\int\!\!\int G\,W\chi$. Far to the right $\chi(x)=te^{ikx}$, the factor $t$ cancels against $N$, and the coefficient of $e^{ikx}$ changes by

$$\delta t=\frac{1}{i\hbar v}\int\!\!\int \phi(x)\,W(x,y)\,\chi(y)\,dx\,dy .$$

**Hartree part.** The ripple's amplitude hardly changes over the range of $V$, and $V$ is even. The Hartree potential is therefore $V(2k_F)\,\delta n(x)$ at large $x$. There

$$\delta n=\frac{1}{4\pi i x}\big(re^{2ik_Fx}-r^*e^{-2ik_Fx}\big),\qquad \phi\chi=t\,(1+re^{2ikx}).$$

In the product of these two, every term oscillates rapidly and gives a bounded integral, except one:

$$-\frac{t\,r^*r}{4\pi i\,x}\,e^{2i(k-k_F)x}=-\frac{tR}{4\pi i\,x}\,e^{2i(k-k_F)x}.$$

The phase of the ripple, carried by $r^*$, has cancelled the phase of the barrier, carried by $r$. The remaining integral starts at a short length $d$, where the asymptotic forms become valid. Its integrand behaves as $1/x$ up to $x\sim1/|k-k_F|$ and oscillates beyond, so

$$\int_d^\infty\frac{e^{2i(k-k_F)x}}{x}\,dx= L+O(1),\qquad L=\ln\frac{1}{|k-k_F|\,d}.$$

The left side of the barrier contributes equally, which gives a factor 2:

$$\delta t_H=\frac{2}{i\hbar v}\,V(2k_F)\left(-\frac{tR}{4\pi i}\right)L=+\frac{V(2k_F)}{2\pi\hbar v}\,tR\,L .$$

**Exchange part.** Now $\phi(x)\chi(y)=t\,(e^{ik(y-x)}+re^{ik(x+y)})$. With the midpoint $X=(x+y)/2$, $\delta P$ has the same form as $\delta n$ above with $x$ replaced by $X$. The non-oscillating term depends on $X$ alone, so the integral over $x-y$ gives $\int V(z)dz=V(0)$. The exchange sign is negative, and

$$\delta t_X=-\frac{V(0)}{2\pi\hbar v}\,tR\,L .$$

The sum is

$$\delta t=-\alpha\,tR\,L,\qquad \alpha=\frac{V(0)-V(2k_F)}{2\pi\hbar v},$$

and with $\delta T=2\,\mathrm{Re}(t^*\delta t)$,

$$\delta T=-2\alpha\,T(1-T)\,L .$$

### Why the sign does not depend on the barrier

The correction can be read as a detour. A transmitted electron is turned back by the ripple on the right with amplitude $\rho$, is reflected by the barrier with amplitude $r$, and leaves to the right. This contributes $t\rho r$. The calculation above corresponds to $\rho=-\tfrac{\alpha}{2}r^*L$, and the two sides together give $-\alpha tRL$. Since $\rho$ contains $r^*$, the detour interferes destructively with the direct path whatever the phase of $r$, provided $\alpha>0$.

The locked phase is essential. If the ripple is shifted by hand by a quarter period, $r^*r$ becomes imaginary, $\delta t/t$ is imaginary, and $T$ should have no logarithm. In the numerical check the logarithmic slope then falls to $-0.004$ of its natural value. A shift by half a period reverses it, with ratio $-1.000$.

The sign of $\alpha$ follows from

$$V(0)-V(2k_F)=\int V(z)\,(1-\cos 2k_Fz)\,dz ,$$

which cannot be negative if $V(z)\ge0$ everywhere. It vanishes for a contact interaction, as it must, because spinless fermions never meet at a point. An attraction with $\alpha<0$ makes the barrier more transparent.

Spin changes this balance. Both spin species contribute to the Hartree potential but only the same species to exchange, so the first-order coefficient becomes $[V(0)-2V(2k_F)]/2\pi\hbar v$. For a contact repulsion this is negative, and the first logarithm raises $T$ instead of lowering it. The flow derived below is for spinless fermions only.

### From a logarithm to a flow

However small $\alpha$ is, $L$ grows without limit as the energy approaches the Fermi level, and first order fails once $\alpha L\sim1$. The remedy is to build up the ripple layer by layer.

Let $\varepsilon$ be the distance in energy from the Fermi level, $D\sim\hbar v/d$ the cutoff, and $l=\ln(D/\varepsilon)$. The layer between $x$ and $xe^{dl}$ contributes $dl$ to the logarithm. An electron with $|k-k_F|\ll1/x$ does not resolve what lies closer in: it sees the barrier and all inner layers as one scatterer with amplitudes $t(l)$ and $r(l)$. The ripple at distance $x$ comes from states within about $\hbar v/x$ of the Fermi level, so it is set by the same dressed $r(l)$. The first-order result therefore applies to each layer with current amplitudes, $dt/dl=-\alpha t(1-|t|^2)$, and

$$\frac{dT}{dl}=-2\alpha\,T(1-T).$$

This is the Matveev–Yue–Glazman flow. It keeps the leading logarithms, meaning powers of $\alpha l$, and neglects terms of order $\alpha^2$ in $dT/dl$.

Since $\dfrac{1}{T(1-T)}=\dfrac1T+\dfrac1{1-T}$, the equation reads

$$\frac{d}{dl}\ln\frac{T}{1-T}=-2\alpha .$$

To this order in $\alpha$, the odds of transmission shrink at a rate that does not depend on the barrier. Starting from bare values $T_0$ and $R_0=1-T_0$,

$$\frac{T}{1-T}=\frac{T_0}{R_0}\,e^{-2\alpha l}
\quad\Longrightarrow\quad
T(\varepsilon)=\frac{T_0(\varepsilon/D)^{2\alpha}}{R_0+T_0(\varepsilon/D)^{2\alpha}} .$$

While reflection is weak it grows as $R\approx R_0(D/\varepsilon)^{2\alpha}$. Once the barrier is nearly opaque, $T\approx(T_0/R_0)(\varepsilon/D)^{2\alpha}$. For $\alpha>0$ and any $T_0<1$, $T\to0$ as $\varepsilon\to0$. Perfect transmission stays perfect, but it is an unstable fixed point.

"Any barrier" thus carries conditions. Temperature, a finite length $\ell$ of the interacting region, or the energy of the electron stops the flow at the largest of $k_BT_{\rm temp}$, $\hbar v/\ell$ and $\varepsilon$. A short or warm wire remains partly transparent.

### Does the resummation hold?

The layer argument is plausible but not a proof, so it was tested on a half-filled chain with hopping 1, lattice spacing 1, $\hbar=1$ and nearest-neighbour repulsion $U$. There $V(q)=2U\cos q$ and $v=2\sin k_F$. Every site energy and bond was recomputed in Hartree–Fock form as a frequency cutoff was lowered, with no law for $T$ put in. This method omits the flow of the interaction itself, so it is a weak-coupling approximation too.

Half filling needs one extra remark. Because $4k_F=2\pi$, the term with $e^{2i(k+k_F)x}$ no longer oscillates near the Fermi level. On sites its phase factor is $+1$ and its weight $V(2k_F)=-2U$. On bonds, at half-integer $X$, the factor is $-1$ and the weight $-V(0)=-2U$, which gives $+2U$. The two contributions cancel.

In the test the repulsion has its full value $U$ at the barrier and fades smoothly to zero towards both ends of the chain, where free leads are attached. The transmission is taken at the Fermi level, so it is the length of the chain that stops the flow. Lengthening the chain from 129 to 2049 sites adds $2.765$ to the logarithm. At $U=0.4$, where $\alpha=0.127$, the transmissions fell as follows:

| $T$, short chain | $T$, long chain | growth of $\ln(R/T)$ |
|---|---|---|
| 0.902 | 0.831 | 0.632 |
| 0.389 | 0.248 | 0.657 |
| 0.052 | 0.027 | 0.674 |

The growth is nearly the same for all three barriers, with a spread of 6.5% of its mean. This figure belongs to the approximate flow: with the Luttinger parameter $K=0.886$ of this chain, the Luttinger-liquid exponents for a weak and a strong barrier, $2(1-K)=0.227$ and $2(1/K-1)=0.256$, differ by 12%. For comparison, apply the first-order formula once over the whole interval, $\delta T=-g\,T(1-T)$, with $g$ set to the measured mean growth $0.654$. It gives growths of about $0.53$, $0.74$ and $1.00$, a spread of 72% of that same mean.

The predicted growth is $2\times0.127\times2.765\approx0.70$, so the measured values are 4 to 10% below it. Part of this has a known origin: exchange in the uniform chain raises the hopping, and with it $v$, by the factor $1+U/\pi=1.127$. That alone would lower the ratio of measured to predicted growth to $1/1.127=0.89$. The measured ratios lie between this and 1, so other corrections of the same order must contribute. Extrapolated linearly to $U\to0$ from runs at $U=0.2$ and $U=0.4$, the ratios are $0.99$, $0.99$ and $1.00$.

### A number for the opening question

Take the same chain with $U=0.5$ at $k_F=\pi/3$. Then $v=1.732$, $V(0)=1.000$, $V(2k_F)=-0.500$, and

$$\alpha=\frac{1.000+0.500}{2\pi\times1.732}=0.138,\qquad 2\alpha=0.276 .$$

Because $V(2k_F)$ is negative here, the Hartree term also suppresses transmission. In the first-order lattice sums for $T_0=0.5$, the change of $T$ per unit of logarithm and per unit $U$ is $-0.046$ from Hartree and $-0.092$ from exchange. Their sum, $-0.138$, agrees with $-2(\alpha/U)T_0(1-T_0)$.

For the barrier with $T_0=0.9$ at $\varepsilon/D=10^{-4}$, the logarithm is $l=9.21$, so $e^{-2\alpha l}=e^{-2.54}=0.079$ and

$$T=\frac{0.9\times0.079}{0.1+0.9\times0.079}\approx0.42 .$$

If the flow stops at this energy, the conductance of the single spinless channel is about $0.42\,e^2/h$, or 16 microsiemens, compared with $0.9\,e^2/h$ for the bare barrier. The second digit, here and in the table below, belongs to the leading-logarithm formula rather than to the chain: an $\alpha$ smaller by 10%, a correction of the size found in the half-filled test above and only a rough guide at this filling, would give $e^{-2.29}\approx0.10$ and $T\approx0.48$. At lower and higher energies the solution gives:

| $\varepsilon/D$ | $T_0=0.99$ | $T_0=0.9$ | $T_0=0.5$ |
|---|---|---|---|
| $10^{-2}$ | 0.97 | 0.72 | 0.22 |
| $10^{-4}$ | 0.89 | 0.42 | 0.07 |
| $10^{-8}$ | 0.38 | 0.05 | 0.006 |

Half transmission is reached when $T_0(\varepsilon/D)^{2\alpha}=R_0$, that is, at $\varepsilon_{1/2}=D(R_0/T_0)^{1/(2\alpha)}$ for $T_0>1/2$. This gives $3\times10^{-4}D$ for $T_0=0.9$ and $6\times10^{-8}D$ for $T_0=0.99$. These energies are rough, because $\alpha$ stands in the exponent: lowering it by 10% would multiply the first of them by about $0.4$. The cutoff $D$ is also fixed only up to a factor of order one that depends on the barrier: in first order, one-site barriers with $T_0=0.99$, $0.9$ and $0.5$ in this chain give $D\approx0.8$, $0.65$ and $0.5$ in units of the hopping.

So the ninety-percent barrier does become opaque, but as a small power of the energy. For spinless fermions, weak repulsion fixes the destination at zero energy, while the bare barrier and the size of $\alpha$ decide how close to the Fermi level one must go to see it.

## Computed results

```
LATTICE UNITS: hopping = 1, spacing = 1, hbar = 1
kF = 1.0472, Fermi velocity = 1.7321
density matrix, largest error against diagonalization = 7.6e-05
Friedel amplitude |r|/(2 pi) at T0=0.5 = 0.1125
Friedel law, largest relative error for x=200..400 = 1.0e-03
FIRST ORDER: d(delta T)/d ln(1/|k-kF|) per unit U
T0=0.9: Hartree -0.0165, exchange -0.0330, sum -0.0496, law -0.0496
T0=0.5: Hartree -0.0459, exchange -0.0918, sum -0.1378, law -0.1378
T0=0.1: Hartree -0.0165, exchange -0.0331, sum -0.0496, law -0.0496
oscillation shifted by quarter period: slope ratio = -0.004
oscillation shifted by half period: slope ratio = -1.000
ring of 600 sites, 201 fermions: dK/dU = -0.2765, -alpha/U = -0.2765
CUTOFF-ORDERED HARTREE-FOCK FLOW, half filling
chain lengths = 129 and 2049 sites, log of ratio = 2.765
alpha at U=0.2: 0.0637; at U=0.4: 0.1273
barrier 0.4, U=0.4: T short 0.9023, T long 0.8307, growth of ln(R/T) 0.6318
   growth/(2 alpha log): U=0.2 0.944, U=0.4 0.897, U->0 0.991
barrier 1.5, U=0.4: T short 0.3893, T long 0.2484, growth of ln(R/T) 0.6568
   growth/(2 alpha log): U=0.2 0.960, U=0.4 0.933, U->0 0.988
barrier 5.0, U=0.4: T short 0.0521, T long 0.0272, growth of ln(R/T) 0.6743
   growth/(2 alpha log): U=0.2 0.977, U=0.4 0.958, U->0 0.996
relative spread of growth over barriers = 0.065
same spread if first order were not resummed = 0.721
WORKED EXAMPLE: U = 0.5, kF = pi/3
V(0) = 1.000, V(2kF) = -0.500
alpha = 0.1378, exponent 2 alpha = 0.2757
T at energy/D = 1e-1, 1e-2, 1e-4, 1e-6, 1e-8
T0=0.99: 0.9813, 0.9653, 0.8866, 0.6871, 0.3816
T0=0.9: 0.8267, 0.7166, 0.4154, 0.1664, 0.0531
T0=0.5: 0.3464, 0.2193, 0.0732, 0.0217, 0.0062
T0=0.1: 0.0556, 0.0303, 0.0087, 0.0025, 0.0007
T0=0.99: half transmission at energy/D = 5.76e-08
T0=0.9: half transmission at energy/D = 3.45e-04
T0=0.9, energy/D=1e-4: conductance = 0.4154 e^2/h = 16.09 microsiemens
```
